\section*{Length and velocity oscillator strengths with a Fock operator}

\section*{Question}

I have a closed-shell Hartree--Fock calculation for four electrons in the one-dimensional well $x^2/2+x^4/20$, with repulsion $w(x-x')=1/\sqrt{(x-x')^2+1}$, in atomic units. From the orbitals I compute an independent-particle absorption spectrum, with no response kernel. For the transition from orbital 2 to orbital 3 the position matrix element gives an oscillator strength of 5.72, and the momentum matrix element gives 2.75. I expected them to agree, because $[h,x]=-ip$. Refining the grid changes neither number. Where does the difference come from, and which form should I use?

\section*{Answer}

The relation $[h,x]=-ip$ requires every potential in $h$ to be local, that is, a multiplication by a function of $x$. Your exchange operator is not, so the velocity belonging to $h$ differs from $p$. For a spectrum computed from a fixed $h$, use the length form, or the velocity form with the full commutator. If you later include the full exchange response, as in time-dependent Hartree--Fock, bare $p$ becomes the right operator again.

\subsection*{The velocity of the one-electron operator}

To cover hybrids as well, let
\begin{equation}
h=\frac{p^2}{2}+v_{\rm loc}(x)+\alpha V_x,\qquad
(V_xf)(x)=-\int\gamma(x,x')\,w(x-x')\,f(x')\,dx',
\end{equation}
where $\alpha$ is the exchange fraction (yours is 1) and $\gamma(x,x')=\sum_j\phi_j(x)\phi_j(x')$ runs over the $N/2$ doubly occupied orbitals. The orbitals are real, there is no magnetic field, and the basis is complete.

Since $[p,x]=-i$, the kinetic part gives $[p^2/2,x]=\tfrac12(p[p,x]+[p,x]p)=-ip$. The local potential commutes with $x$. For exchange,
\begin{equation}
([V_x,x]f)(x)=\int V_x(x,x')x'f(x')\,dx'-x\int V_x(x,x')f(x')\,dx'
=\int V_x(x,x')(x'-x)f(x')\,dx'.
\end{equation}
Under a fixed $h$, $d\langle x\rangle/dt=i\langle[h,x]\rangle$, so the velocity operator is
\begin{equation}
v=i[h,x]=p+i\alpha[V_x,x].
\end{equation}
A nonlocal operator moves amplitude from $x'$ to $x$, and this transport enters the velocity alongside that of the kinetic energy, with a sign that depends on the states involved.

Now take matrix elements between an occupied orbital $i$ and an empty orbital $a$. Write $\omega_{ai}=\varepsilon_a-\varepsilon_i$, $d_{ai}=\langle a|d/dx|i\rangle$ and $c_{ai}=\langle a|[V_x,x]|i\rangle$. On the left, $\langle a|hx-xh|i\rangle=\omega_{ai}x_{ai}$; on the right, $-ip=-d/dx$. Hence
\begin{equation}
\omega_{ai}x_{ai}=-d_{ai}+\alpha c_{ai}.
\label{eq:elements}
\end{equation}
An oscillator strength is $2\omega|x_{ai}|^2$ per spin, so with both spins
\begin{equation}
f_L=4\omega_{ai}x_{ai}^2,\qquad
f_v=\frac{4(-d_{ai}+\alpha c_{ai})^2}{\omega_{ai}}=f_L,\qquad
f_p=\frac{4d_{ai}^2}{\omega_{ai}}.
\end{equation}

For your transition, $\omega=1.6625$ hartree and $x_{32}=0.9275$, with the orbital sign chosen to make $x_{32}$ positive. The two sides of \eqref{eq:elements} are
\[
1.6625\times0.9275=1.542,\qquad 1.0696+0.4724=1.542 .
\]
The strengths are $f_L=4(1.542)^2/1.6625=5.72$ and $f_p=4(1.0696)^2/1.6625=2.75$, which are your two numbers. The exchange term can also have the other sign: for the weak transition $2\to5$, $f_L=0.0032$ and $f_p=0.0068$.

For the line $2\to3$ the mismatch follows the exchange fraction. I repeated the self-consistent calculation with the remaining fraction $1-\alpha$ of exchange replaced by the local Slater potential $-\int\gamma^2w\,dx'/\gamma(x,x)$:
\begin{center}
\begin{tabular}{cccc}
$\alpha$ & $f_L$ & $f_p$ & $f_p/f_L$\\
0 & 3.98 & 3.98 & 1.00\\
0.25 & 4.42 & 3.57 & 0.81\\
0.50 & 4.86 & 3.25 & 0.67\\
1 & 5.72 & 2.75 & 0.48
\end{tabular}
\end{center}

\subsection*{Which form describes the fixed operator?}

Add a static field term $Ex$ to $h$ without updating $V_x$ or $v_{\rm loc}$. First-order perturbation theory gives $\delta\phi_i=-E\sum_{n\ne i}\phi_nx_{ni}/\omega_{ni}$. The change of $2\sum_i\langle i|x|i\rangle$ is then $-4E\sum_i\sum_{n\neq i}x_{ni}^2/\omega_{ni}$. Terms with $n$ occupied cancel in pairs because $\omega_{ni}=-\omega_{in}$, which leaves the polarizability
\begin{equation}
4\sum_{ai}\frac{x_{ai}^2}{\omega_{ai}}=\sum_{ai}\frac{f_L}{\omega_{ai}^2}.
\end{equation}
A direct finite-field calculation gives 2.073 a.u. The sum gives 2.073 with $f_L$ and 0.997 with $f_p$.

The failure of $f_p$ is a failure of gauge invariance. A constant vector potential $A$ can be removed by a phase, so it must not change the energies. The transformation $e^{-iAx}he^{iAx}$ turns $p$ into $p+A$, but it also turns $V_x(x,x')$ into $V_x(x,x')e^{-iA(x-x')}$. The derivative of the transformed operator at $A=0$ has the exchange kernel $-i\alpha(x-x')V_x=i\alpha(x'-x)V_x$ added to $p$, which is $v$ again.

If the phase on $V_x$ is left out, the perturbation is $Ap+A^2/2$. The first-order term vanishes because $\langle i|p|i\rangle=0$ for real orbitals. To second order the occupied energies, counted for both spins, shift by
\begin{equation}
2\sum_i\Bigl[\frac{A^2}{2}-A^2\sum_{n\ne i}\frac{d_{ni}^2}{\omega_{ni}}\Bigr]
=\frac{A^2}{2}\Bigl(N-\sum_{ai}f_p\Bigr),
\end{equation}
where occupied pairs cancel as before. Here $\sum f_p=2.775$, so the spurious shift is $1.225\,A^2/2$. Diagonalization reproduces it, and restoring the phase removes it.

\subsection*{The sum rule}

Consistency between the two forms does not make the spectrum accurate. Inserting a complete set, with $\langle n|[h,x]|i\rangle=\omega_{ni}x_{ni}$ and $\langle i|[h,x]|n\rangle=-\omega_{ni}x_{ni}$, gives
\begin{equation}
\langle i|[x,[h,x]]|i\rangle=2\sum_n\omega_{ni}x_{ni}^2 .
\end{equation}
Occupied pairs cancel in the sum over $i$, so $\sum_{ai}f_L=2\sum_i\langle i|[x,[h,x]]|i\rangle$. The kinetic part of the double commutator is $[x,-ip]=1$. The exchange part has kernel $\alpha(x-x')(x'-x)V_x=\alpha(x-x')^2\gamma w$. Therefore
\begin{equation}
\sum_{ai}f_L=N+2\alpha\iint\gamma(x,x')^2\,w(x-x')\,(x-x')^2\,dx\,dx' .
\end{equation}
For repulsive $w$ and $\alpha>0$ this exceeds $N$; here it is 5.77 instead of 4. The excess belongs to the fixed nonlocal operator and is not a basis error.

\subsection*{Why bare momentum returns in the full response}

The many-electron Hamiltonian contains exchange only through a local interaction, which commutes with the total position $X$. Its velocity is therefore the total momentum $P$. Time-dependent Hartree--Fock (TDHF) recovers this because $V_x$ changes with the orbitals.

Let the occupied orbitals evolve as $e^{-i\varepsilon_jt}(\phi_j+\sum_bC_{bj}\phi_b)$ with small $C=R+iQ$, where $R$ and $Q$ are real. Mixing among occupied orbitals leaves $\gamma$ unchanged to first order and is omitted. The orbital equation gives $i\dot C_{ai}=\omega_{ai}C_{ai}+\langle a|\delta h|i\rangle$. The density matrix changes by
\begin{equation}
\delta\gamma(x,x')=\sum_{jb}\bigl[C_{bj}\phi_b(x)\phi_j(x')+C_{bj}^*\phi_j(x)\phi_b(x')\bigr].
\end{equation}
With $(pq|rs)=\iint\phi_p(x)\phi_q(x)\,w(x-x')\,\phi_r(x')\phi_s(x')\,dx\,dx'$, the exchange part of $\delta h$ is
\begin{equation}
\alpha\langle a|\delta V_x|i\rangle=-\alpha\sum_{jb}\bigl[C_{bj}(ij|ab)+C_{bj}^*(ib|ja)\bigr].
\end{equation}
The density change contains $C+C^*=2R$. The Hartree response, and that of any local potential fixed by the instantaneous density, is therefore real and independent of $Q$. The imaginary part of the orbital equation is then
\begin{equation}
\dot R_{ai}=(MQ)_{ai}=\omega_{ai}Q_{ai}-\alpha\sum_{jb}\bigl[(ij|ab)-(ib|ja)\bigr]Q_{bj}.
\label{eq:rdot}
\end{equation}
The symmetric matrix $M$ is usually written $A-B$ (this $A$ is a matrix, not the vector potential).

The next step is to apply $M$ to the position elements. Insert $x\phi_j=\sum_n\phi_nx_{nj}$ into both terms of $c_{ai}$:
\begin{equation}
c_{ai}=\sum_{j}\sum_nx_{nj}\bigl[(an|ij)-(aj|in)\bigr]
=\sum_{jb}\bigl[(ij|ab)-(ib|ja)\bigr]x_{bj}.
\end{equation}
The terms with $n$ occupied vanish: $x_{nj}$ is symmetric under exchange of $n$ and $j$, and the bracket is antisymmetric. With \eqref{eq:elements},
\begin{equation}
(Mx)_{ai}=\omega_{ai}x_{ai}-\alpha c_{ai}=-d_{ai}.
\label{eq:mx}
\end{equation}
The exchange response cancels the commutator term of the fixed operator.

To first order $\delta\langle X\rangle=2\sum_{ai}x_{ai}(C_{ai}+C_{ai}^*)=4\,x\cdot R$. For the momentum, $\langle a|p|i\rangle=-id_{ai}$ and $\langle i|p|a\rangle=id_{ai}$, so $\langle P\rangle=2\sum_{ai}id_{ai}(C_{ai}-C_{ai}^*)=-4\,d\cdot Q$. Since $M$ is symmetric,
\begin{equation}
\frac{d\langle X\rangle}{dt}=4\,x\cdot MQ=4\,(Mx)\cdot Q=-4\,d\cdot Q=\langle P\rangle .
\end{equation}
Adding $i\alpha[V_x,x]$ to the transition operator here would replace $-d$ by $-d+\alpha c$ and so restore the term that the exchange response has cancelled.

A free oscillation has $R=r\sin\Omega t$ and $Q=q\cos\Omega t$, so \eqref{eq:rdot} gives $\Omega r=Mq$ and hence $\Omega\,x\cdot r=-d\cdot q$. To fix the normalization, take the real part of the orbital equation in a field $E(t)x$. It reads $\dot Q=-KR-E(t)\,x$, where the symmetric matrix $K$ collects $\omega_{ai}$ and the real response terms, so a free mode also obeys $\Omega q=Kr$. Symmetry of $M$ gives $\Omega_m\,r_m\cdot q_n=\Omega_n\,r_n\cdot q_m$ and symmetry of $K$ gives $\Omega_n\,r_m\cdot q_n=\Omega_m\,r_n\cdot q_m$, so $r_m\cdot q_n=0$ for different frequencies; choose $r_n\cdot q_n=1$, which is possible because $r_n\cdot q_n=q_n\cdot Mq_n/\Omega_n>0$ when the reference state is stable ($M$ and $K$ positive definite). A kick $E(t)=\kappa\delta(t)$ sets $R=0$ and $Q=-\kappa x=-\kappa\sum_n(x\cdot r_n)q_n$, after which $\delta\langle X\rangle=-4\kappa\sum_n(x\cdot r_n)^2\sin\Omega_nt$. Without the kernel this is $-\kappa\sum_{ai}(f_L/\omega_{ai})\sin\omega_{ai}t$, so the coefficient of each sine is the strength divided by the frequency, and the strengths are
\begin{equation}
F_L=4\Omega(x\cdot r)^2=\frac{4(d\cdot q)^2}{\Omega}=F_p .
\end{equation}
The two forms agree line by line. In your well the strongest TDHF line has $\Omega=1.254$ hartree (34.1 eV), against 1.662 hartree (45.2 eV) without the kernel. Both forms give it a strength of 3.99, and both sums over all lines are 4.00.

The purely harmonic well $x^2/2$ provides a check with a known answer. The mutual forces cancel in the total, so $\ddot X=-X$, and all the dipole strength must lie at $\Omega=1$. TDHF gives $\Omega=1.000$ hartree with strength 4.000. The strongest independent-particle line lies at 1.368 hartree, with $f_L=6.06$ and $f_p=2.62$.

\subsection*{What to use}

For a spectrum from fixed Hartree--Fock or hybrid orbitals, use $x_{ai}$ or the full $v_{ai}$; in a periodic solid, where $x$ is unbounded and its elements between Bloch states are not directly defined, use $v_{ai}$. For TDHF, or a hybrid with its exchange kernel and an adiabatic density kernel, use $x$ or bare $p$. This rests on \eqref{eq:mx}, which needs both the $C_{bj}$ and the $C_{bj}^*$ terms of the exchange response and no nonlocal operator in $h$ other than exchange; the derivation does not cover the Tamm--Dancoff approximation, which drops the $C_{bj}^*$ terms, or a nonlocal pseudopotential. Nor does it cover meta-GGA hybrids such as TPSSh or M06-2X: their dependence on the kinetic-energy density adds an operator of the form $-\tfrac12\nabla\cdot(g\nabla)$ to $h$, which does not commute with $x$. Its commutator must then be added to $v$, and with a kernel that responds only to the real part of $C$ the length and bare-momentum forms no longer agree. In a finite basis a further discrepancy can appear in either case, because both $[p^2/2,x]=-ip$ and the expansion of $x\phi_j$ need completeness. Your stable numbers under grid refinement indicate that this is not the cause here: on a second grid the energy and both strengths of the line changed by less than $10^{-6}$ a.u. The numerical check checks the identities above numerically.

\section*{Computed values}
\begin{verbatim}
electrons: 4; well x^2/2 + 0.05 x^4 (a.u.)
grid: 128 points, spacing 0.125 bohr
HF orbital energies 1-4 (hartree): 2.55665 3.55606 5.21856 6.47821
Strongest HF independent-particle lines (a.u.):
 2->3: omega=1.66249 x=0.92751 omega*x=1.54198
   -d=1.06957 c=0.47241 f_L=5.72082 f_v=5.72082 f_p=2.75244
 1->4: omega=3.92156 x=0.05381 omega*x=0.21100
   -d=0.12580 c=0.08520 f_L=0.04541 f_v=0.04541 f_p=0.01614
 2->5: omega=4.22947 x=0.01379 omega*x=0.05833
   -d=0.08449 c=-0.02616 f_L=0.00322 f_v=0.00322 f_p=0.00675
sum f_L = 5.77032; N + exchange integral = 5.77032
sum f_p = 2.77535; lower bound N^2/S_L = 2.77281
sum of mixed x-p form = 4.00000
wavepacket (a.u.): d<x>/dt=1.54198 <p>=1.06957 exchange part=0.47241
frozen-h polarizability (a.u.): finite field 2.0730, from f_L 2.0730, from f_p 0.9973
energy shift/(A^2/2): Vx unchanged 1.2246, N - sum f_p 1.2246
energy shift/(A^2/2) with phased Vx: 0.0000
Strongest line against exchange fraction alpha:
 0.00 2->3: omega=1.10549 hartree f_L=3.9764 f_p=3.9764
   f_p/f_L=1.0000 sum f_L=4.0000 sum f_p=4.0000
 0.25 2->3: omega=1.24339 hartree f_L=4.4231 f_p=3.5730
   f_p/f_L=0.8078 sum f_L=4.4497 sum f_p=3.5961
 0.50 2->3: omega=1.38221 hartree f_L=4.8628 f_p=3.2472
   f_p/f_L=0.6678 sum f_L=4.8945 sum f_p=3.2700
 1.00 2->3: omega=1.66249 hartree f_L=5.7208 f_p=2.7524
   f_p/f_L=0.4811 sum f_L=5.7703 sum f_p=2.7754
Strongest TDHF lines:
 Omega=1.25359 hartree f_L=3.98750 f_p=3.98750
 Omega=3.71867 hartree f_L=0.00661 f_p=0.00661
TDHF sums: f_L 4.00000, f_p 4.00000
HF polarizability (a.u.): finite field 2.5384, TDHF sum 2.5384
strongest line in eV: independent 45.239, TDHF 34.112
harmonic well, TDHF: Omega=1.000000 hartree f=4.000000
harmonic well, independent: omega=1.36775 hartree f_L=6.0605 f_p=2.6197
largest change on a second grid below 1e-6: True
\end{verbatim}
